# Charge release from traps with a uniform spread of activation energies, part 1

(Sections cited here and not found follow in the second part.)

## First half: release at fixed temperature and field

A field-effect transistor that has been held at high voltage can afterwards carry less current than before. Electrons caught in traps repel electrons from the channel, and the current returns as the traps empty. This problem finds the time dependence of that return when the traps have many different depths.

The model is as follows. Traps have activation energies $E$ between $E_a$ and $E_b$. Their number per unit area and unit energy is a constant $g$, so their total number per unit area is $N=g(E_b-E_a)$. All are filled at $t=0$. A filled trap emits its electron at the rate $\nu e^{-E/kT}$, where $k$ is Boltzmann's constant and $T$ the temperature. The prefactor $\nu$ is the same for all traps at a given temperature. Emitted electrons leave and are not caught again. Temperature and electric field stay constant during the release. The energy $E$ is counted positive downwards from the conduction-band edge, so a larger $E$ means a deeper trap. The symbol $\ln$ is the natural logarithm, and $R(t)$ is the number of electrons released per unit area up to time $t$.

### (a) From one trap to the whole distribution

Write $R(t)$ as an integral over energy. Then find how $\nu$ depends on temperature for emission into a conduction band with effective density of states $N_c$, if the capture cross-section $\sigma$ does not depend on temperature.

**Solution.** Let $p(E,t)$ be the probability that a trap of depth $E$ is still filled. With no recapture it obeys

$$\frac{dp}{dt}=-\frac{p}{\tau(E)},\qquad \tau(E)=\frac{e^{E/kT}}{\nu},\qquad p(E,0)=1 .$$

The solution is $p=e^{-t/\tau(E)}$. The probability that the trap has emptied is $1-p$, and there are $g\,dE$ traps per unit area in the interval $dE$. Hence

$$R(t)=g\int_{E_a}^{E_b}\left[1-\exp\left(-\nu t\,e^{-E/kT}\right)\right]dE .$$

If the filling pulse had left every level filled with the same probability $f<1$, each term would carry the factor $f$. The results of parts (b) to (f) would then hold with $g$ replaced by $fg$.

The prefactor follows from detailed balance. An empty trap captures electrons at the rate $\sigma v n_c$, where $v$ is the mean thermal speed and $n_c$ the density of free electrons. Consider equilibrium with the Fermi level at the trap energy, and take the degeneracy ratio of filled and empty trap as one. The trap is then filled half of the time, so the emission rate must equal the capture rate. In a non-degenerate band the free density in that situation is $n_c=N_ce^{-E/kT}$. Therefore

$$\text{emission rate}=\sigma vN_c\,e^{-E/kT},\qquad \nu=\sigma vN_c .$$

Since $v\propto T^{1/2}$ and $N_c\propto T^{3/2}$, the prefactor varies as $T^2$. It depends on temperature but not on $E$, as the model requires.

### (b) The integral in closed form

Evaluate $R(t)$ in terms of the function

$$\mathrm{Ein}(x)=\int_0^x\frac{1-e^{-u}}{u}\,du$$

and the emission times of the shallowest and deepest traps, $\tau_a=\tau(E_a)$ and $\tau_b=\tau(E_b)$.

**Solution.** Take as new variable the exponent itself,

$$u=\nu t\,e^{-E/kT}=\frac{t}{\tau(E)} .$$

At fixed $t$ its differential is $du=-(u/kT)\,dE$, so $dE=-kT\,du/u$. The lower limit $E_a$ becomes $u=t/\tau_a$, and the upper limit $E_b$ becomes the smaller number $u=t/\tau_b$. The minus sign is used up by exchanging the limits:

$$R(t)=gkT\int_{t/\tau_b}^{t/\tau_a}\frac{1-e^{-u}}{u}\,du .$$

The integrand tends to 1 as $u\to0$, so the integral may be split at zero:

$$R(t)=gkT\left[\mathrm{Ein}\left(\frac{t}{\tau_a}\right)-\mathrm{Ein}\left(\frac{t}{\tau_b}\right)\right].$$

No approximation has been made beyond the model. The factor $kT$ came from the change of variable. It is the energy interval over which the emission time changes by a factor $e$.

### (c) The slope on a logarithmic time axis

Find $S=dR/d\ln t$, the time at which it is largest, and its largest value. What does $S$ become when $\tau_a\ll t\ll\tau_b$?

**Solution.** The definition gives $\mathrm{Ein}'(x)=(1-e^{-x})/x$. If $x$ is proportional to $t$, then $d/d\ln t=x\,d/dx$, and so $d\,\mathrm{Ein}(x)/d\ln t=1-e^{-x}$. Applying this to both terms,

$$S=gkT\left[\left(1-e^{-t/\tau_a}\right)-\left(1-e^{-t/\tau_b}\right)\right]=gkT\left[e^{-t/\tau_b}-e^{-t/\tau_a}\right].$$

The first exponential says that the deepest traps are still filled, and the second that the shallowest have not yet emptied. When $\tau_a\ll t\ll\tau_b$ the first is close to 1 and the second close to 0, so

$$S\approx gkT .$$

This is independent of time. A constant slope against $\ln t$ means logarithmic release, and the slope is proportional to temperature at fixed $g$. The prefactor $\nu$ has dropped out. Its own temperature dependence moves $\tau_a$ and $\tau_b$ but leaves the slope between them alone.

The physical reason can be read from $\tau(E)$. When the elapsed time grows by a factor $e$, the traps that are just emptying lie deeper by $kT$. That strip of energy holds $gkT$ electrons, whatever its position in the distribution.

For the maximum, set the time derivative of $S$ to zero:

$$\frac{1}{\tau_a}e^{-t/\tau_a}=\frac{1}{\tau_b}e^{-t/\tau_b}
\quad\Longrightarrow\quad
t_p=\frac{\ln(\tau_b/\tau_a)}{1/\tau_a-1/\tau_b}.$$

Write $r=\tau_b/\tau_a$. Then $t_p/\tau_b=\ln r/(r-1)$, and the zero-derivative condition says that the second exponential is $1/r$ times the first. Thus

$$\frac{S(t_p)}{gkT}=\left(1-\frac1r\right)r^{-1/(r-1)}\approx1-\frac{1+\ln r}{r}\qquad(r\gg1).$$

The slope stays below $gkT$, and comes close to it when the spread of energies is many $kT$. In the opposite limit, $E_b-E_a\ll kT$, all traps have nearly the same emission time. The release is then an ordinary exponential with no logarithmic section.

### (d) The additive constant and the error

The slope alone does not fix the position of the straight line. Find the constant that goes with the logarithm, and the error of the logarithmic law.

**Solution.** The behaviour of $\mathrm{Ein}(x)$ at large $x$ is needed. Split its integral at $u=1$ and separate the two terms beyond that point:

$$\mathrm{Ein}(x)=\int_0^1\frac{1-e^{-u}}{u}du+\ln x-\int_1^x\frac{e^{-u}}{u}du .$$

Write the last integral as one from 1 to infinity minus one from $x$ to infinity. With $\mathrm E_1(x)=\int_x^\infty e^{-u}du/u$, the exponential integral,

$$\mathrm{Ein}(x)=\ln x+C+\mathrm E_1(x),\qquad
C=\int_0^1\frac{1-e^{-u}}{u}du-\int_1^\infty\frac{e^{-u}}{u}du .$$

The constant $C$ is Euler's constant $\gamma=0.577\ldots$, defined as the limit of $H_n-\ln n$ with $H_n=1+\frac12+\dots+\frac1n$. To see this, integrate the geometric sum $1+w+\dots+w^{n-1}=(1-w^n)/(1-w)$ from 0 to 1. The left side gives $H_n$. On the right put $w=1-u/n$:

$$H_n=\int_0^n\frac{1-(1-u/n)^n}{u}\,du .$$

Subtract $\ln n=\int_1^n du/u$:

$$H_n-\ln n=\int_0^1\frac{1-(1-u/n)^n}{u}du-\int_1^n\frac{(1-u/n)^n}{u}du .$$

As $n\to\infty$, $(1-u/n)^n\to e^{-u}$. The first integrand never exceeds 1, because $(1-u/n)^n\ge1-u$ there. The second never exceeds $e^{-u}/u$. Both limits may therefore be taken under the integral, and the right side becomes $C$. Hence $C=\gamma$.

Insert this form for the first term of the result in (b):

$$R=gkT\left[\ln\frac{t}{\tau_a}+\gamma\right]+gkT\left[\mathrm E_1\left(\frac{t}{\tau_a}\right)-\mathrm{Ein}\left(\frac{t}{\tau_b}\right)\right].$$

The first bracket is the logarithmic law and the second is its error. Both parts of the error are easily bounded. In $\mathrm E_1(x)$ the factor $1/u$ is less than $1/x$, so $0<\mathrm E_1(x)<e^{-x}/x$. In $\mathrm{Ein}(y)$ the integrand is below 1, so $0<\mathrm{Ein}(y)<y$. The early error dies exponentially once $t$ exceeds $\tau_a$, whereas the late error grows in proportion to $t/\tau_b$. The straight section therefore begins soon after $\tau_a$ but ends well before $\tau_b$.

### (e) The two cutoffs

Where does the straight line, if prolonged, meet zero release and full release? Over what interval of time is the slope within a fraction $\varepsilon$ of $gkT$? How wide must the energy distribution be for such an interval to exist?

**Solution.** The line meets zero where $\ln(t/\tau_a)=-\gamma$, that is at $t=\tau_ae^{-\gamma}$. For the other end, note that $\tau_b/\tau_a=e^{(E_b-E_a)/kT}$, so

$$N=g(E_b-E_a)=gkT\ln\frac{\tau_b}{\tau_a}.$$

Setting the line equal to $N$ gives $\ln(t/\tau_a)+\gamma=\ln(\tau_b/\tau_a)$, or $t=\tau_be^{-\gamma}$. These intercepts are useful for reading the emission times from a plot. They do not bound the region where the law is accurate.

That region follows from the shortfall of the slope,

$$1-\frac{S}{gkT}=\left(1-e^{-t/\tau_b}\right)+e^{-t/\tau_a}\le\frac{t}{\tau_b}+e^{-t/\tau_a}.$$

It is enough to make each term on the right at most $\varepsilon/2$:

$$\tau_a\ln\frac{2}{\varepsilon}\le t\le\frac{\varepsilon}{2}\,\tau_b .$$

The interval exists if $\tau_b/\tau_a\ge(2/\varepsilon)\ln(2/\varepsilon)$. For $\varepsilon=0.05$ the right side is $40\times3.69\approx148$, whose logarithm is 5.0. A spread of at least $5kT$ is therefore sufficient for a 5% window, and each further $2.3kT$ adds one decade of time to it.

Heating has two effects. It raises the slope, and it moves both cutoffs to earlier times while bringing them closer together on the logarithmic axis. A slope read at one fixed time can thus rise with temperature at first and later fall, because the traps run out.

### (f) Before and after the logarithmic section

Find the leading behaviour for $t\ll\tau_a$, and the number of electrons still trapped for $t\gg\tau_b$.

**Solution.** For small $u$, $(1-e^{-u})/u\approx1-u/2$, so $\mathrm{Ein}(x)\approx x-x^2/4$. To first order in time,

$$R\approx gkT\,t\left(\frac1{\tau_a}-\frac1{\tau_b}\right).$$

The release starts linearly, since every trap is still emitting at its initial rate. There is no logarithmic divergence at $t=0$.

For late times, use the form of $\mathrm{Ein}$ found in (d) for both terms of $R$. The constants $\gamma$ cancel, the logarithms combine to $\ln(\tau_b/\tau_a)$, and multiplication by $gkT$ turns this into $N$. What remains trapped is

$$N-R=gkT\left[\mathrm E_1\left(\frac{t}{\tau_b}\right)-\mathrm E_1\left(\frac{t}{\tau_a}\right)\right].$$

The second term is negligible when $t\gg\tau_b\gg\tau_a$. With $y=t/\tau_b$, the first is enclosed by

$$\frac{e^{-y}}{y+1}<\mathrm E_1(y)<\frac{e^{-y}}{y}.$$

The upper bound was shown in (d). For the lower one, the difference $D(y)=\mathrm E_1(y)-e^{-y}/(y+1)$ has the derivative

$$D'=e^{-y}\left[-\frac1y+\frac1{y+1}+\frac1{(y+1)^2}\right]=-\frac{e^{-y}}{y(y+1)^2}<0 ,$$

and it tends to zero at large $y$. A decreasing function with limit zero is positive. The remaining charge decays at the relative rate $e^{-y}/[y\,\mathrm E_1(y)\,\tau_b]$, which by these bounds lies between $1/\tau_b$ and $(1+1/y)/\tau_b$. The end of the release therefore approaches an exponential with the emission time of the deepest traps, but only slowly: at $t=5\tau_b$ the decay can still be up to 20% faster.

## Second half: a transistor example and the limits of the law

The symbols carried over are these. Traps with constant density $g$ per area and energy lie between $E_a$ and $E_b$, and number $N$ per area. Their emission times are $\tau(E)=e^{E/kT}/\nu$, with $\tau_a$ and $\tau_b$ at the two edges. The released density is $R$, and $S=dR/d\ln t$. The first half found

$$S=gkT\left[e^{-t/\tau_b}-e^{-t/\tau_a}\right],\qquad
R\approx gkT\left[\ln\frac{t}{\tau_a}+\gamma\right]\quad(\tau_a\ll t\ll\tau_b),$$

with $\gamma$ Euler's constant. The slope is within 5% of $gkT$ from $3.69\,\tau_a$ to $0.025\,\tau_b$.

### (g) The emptying front

Express the logarithmic law through an energy that separates emptied from filled traps. What is the slope if the density $g(E)$ varies linearly with energy?

**Solution.** Since $kT\ln\tau_a=E_a-kT\ln\nu$, the logarithmic law can be written

$$R\approx g\,(E_d-E_a),\qquad E_d=kT(\ln\nu t+\gamma).$$

The released charge is what it would be if all traps above the front $E_d$ were empty and all below it full. The true boundary is smeared over a few $kT$.

For a varying density, differentiate the integral of part (a) under the integral sign. With $u=t/\tau(E)$, $du/d\ln t=u$, so $1-e^{-u}$ has the derivative $ue^{-u}$. Changing variable with $dE=-kT\,du/u$ gives

$$S=kT\int_{t/\tau_b}^{t/\tau_a}g(E)\,e^{-u}du,\qquad E=kT(\ln\nu t-\ln u).$$

Well between the cutoffs the limits may be replaced by 0 and $\infty$. A linear $g(E)$ is then evaluated at the mean of $E$ with weight $e^{-u}$, which requires $\int_0^\infty e^{-u}\ln u\,du$. Integrate the two parts of the constant $C=\gamma$ in (d) by parts. The boundary terms vanish, and

$$\gamma=-\int_0^1e^{-u}\ln u\,du-\int_1^\infty e^{-u}\ln u\,du=-\int_0^\infty e^{-u}\ln u\,du .$$

The mean energy is therefore $E_d$, and $S=kT\,g(E_d)$. A measured slope thus samples the density near the front, averaged over a few $kT$. If $g(E)$ is nearly linear over that range, proportionality to $T$ can be tested by comparing slopes at the same $E_d$, not at the same time. A peak in $g(E)$ only a few $kT$ wide is blurred, and more so at higher temperature, so at its centre the slope grows more slowly than $T$.

### (h) Numbers for current recovery

Take $N=10^{12}\ \mathrm{cm^{-2}}$, $E_a=0.45$ eV, $E_b=0.85$ eV, and $\nu=10^{11}\ \mathrm{s^{-1}}$ at 300 K, scaling as $T^2$. The channel holds $n_0=8\times10^{12}\ \mathrm{cm^{-2}}$ electrons when no trap is filled. Find the cutoffs and the recovery of current per decade of time at 300, 350 and 400 K.

For traps spread uniformly in energy, this part has derived the logarithmic release law, its slope $gkT$, its errors and its cutoffs, and has shown how a varying density changes the slope. What remains is to work out the transistor example just posed and to examine the limits of the law, including a depth-dependent prefactor, the field of the trapped charge and recapture.
